\section*{Average Normal Field in a Silicon Inversion Layer}

\section{Definitions and conventions}

The coordinate $z$ runs from the oxide into p-type silicon, with the interface at $z=0$. All quantities are averaged over the plane of the interface and depend on $z$ alone. The electron density is $n(z)$. The acceptors have uniform density $N_A$ and are all ionized down to the depletion depth $W$. The numbers per area and the mean electron depth are
\begin{equation}
N_{\rm inv}=\int_0^\infty n\,dz,\qquad N_{\rm dep}=N_AW,\qquad
z_{\rm av}=\frac{1}{N_{\rm inv}}\int_0^\infty z\,n\,dz .
\end{equation}
They are positive, as are the charge magnitudes $Q_{\rm inv}=eN_{\rm inv}$ and $Q_{\rm dep}=eN_{\rm dep}$. Only mobile electrons in the silicon count in $N_{\rm inv}$; charge trapped at the interface does not.

The algebra is in atomic units ($e=\hbar=m_e=4\pi\varepsilon_0=1$), in which silicon of relative permittivity $\kappa$ has $\varepsilon_s=\kappa/4\pi$. The field $F$ is positive when it points into the silicon. An electron has charge $-1$, so its potential energy $V$ obeys $dV/dz=F$, and a positive field presses it against the oxide.

The average normal field is the mean electrostatic field weighted by the electrons:
\begin{equation}
F_{\rm eff}=\frac{1}{N_{\rm inv}}\int_0^\infty n(z)F(z)\,dz .
\label{def}
\end{equation}
The result to be shown is
\begin{equation}
F_{\rm eff}=\frac{N_{\rm dep}+\tfrac12N_{\rm inv}-N_Az_{\rm av}}{\varepsilon_s}
\;\approx\;\frac{Q_{\rm dep}+\tfrac12Q_{\rm inv}}{\varepsilon_s}.
\label{result}
\end{equation}
The second form requires $N_Az_{\rm av}\ll N_{\rm dep}+N_{\rm inv}/2$, which means that few acceptors lie in front of a typical electron.

\section{Derivation from Gauss's law}

Assume that no electrons enter the oxide, that $\varepsilon_s$ is constant in the silicon, that the deep bulk is free of field, and that the electron density is negligible beyond $W$. Electrons and ionized acceptors are both negative, so for $0<z<W$
\begin{equation}
\varepsilon_s\frac{dF}{dz}=-n(z)-N_A .
\end{equation}
Integrate from $z$ to the field-free bulk. The left side gives $0-\varepsilon_sF(z)$, and the two minus signs cancel:
\begin{equation}
\varepsilon_sF(z)=M(z)+N_A(W-z),\qquad M(z)=\int_z^\infty n(z')\,dz' .
\label{gauss}
\end{equation}
The field at a given depth is set by the negative charge that lies deeper.

Insert this into Eq.~(\ref{def}). Since $z$ is the lower limit of the integral for $M$, $dM/dz=-n$. The electron term is therefore a total derivative:
\begin{align}
\int_0^\infty nM\,dz&=-\int_0^\infty M\frac{dM}{dz}\,dz
=-\frac12\Big[M^2\Big]_0^\infty\nonumber\\
&=\frac12\left[M(0)^2-M(\infty)^2\right]=\frac12N_{\rm inv}^2 ,
\label{half}
\end{align}
because $M(0)=N_{\rm inv}$ and $M(\infty)=0$. The acceptor term is
\begin{equation}
\int_0^\infty nN_A(W-z)\,dz=N_{\rm inv}\left(N_{\rm dep}-N_Az_{\rm av}\right).
\end{equation}
Adding the two and dividing by $\varepsilon_sN_{\rm inv}$ gives the first form of Eq.~(\ref{result}). The shape of $n(z)$ has dropped out of the factor one half, so masses, temperature and statistics affect the result only through $N_{\rm inv}$, $N_{\rm dep}$ and $z_{\rm av}$. Exchange and correlation, which reshape $n(z)$, also act on this electrostatic average only by that route.

For a non-uniform acceptor profile, the number of acceptors behind $z$ is $N_{\rm dep}-P(z)$, with $P(z)=\int_0^zN_A(z')\,dz'$. The same steps then hold with $N_Az_{\rm av}$ replaced by the electron average of $P$.

\subsection{Limits and a case where the bulk condition fails}

The approximate form is the midpoint of two fields: the surface field $(N_{\rm dep}+N_{\rm inv})/\varepsilon_s$ and the field $N_{\rm dep}/\varepsilon_s$ of the depletion charge alone. When $N_{\rm inv}\gg N_{\rm dep}$ it tends to half the surface field. When $N_{\rm inv}\to0$, the average does not vanish but tends to $N_A(W-z_{\rm av})/\varepsilon_s$. In that limit the approximate form is too large by the fraction $z_{\rm av}/(W-z_{\rm av})$ of the full result.

In a thin silicon body the field at the back surface need not be zero. If it is $F_b$, integrating Gauss's law up to that surface adds $\varepsilon_sF_b$ to the right side of Eq.~(\ref{gauss}), and hence $F_b$ to $F_{\rm eff}$. In a symmetric, undoped double-gate film the signed field averages to zero over the whole film. The field vanishes at the midplane, so Eq.~(\ref{half}) can be applied to one half of the film; the average there is half the electron density of that half, divided by $\varepsilon_s$.

\section{The same result from forces between sheets}

Divide the charge into thin sheets parallel to the interface. A sheet of charge $s$ per area contributes a displacement $s/2$ pointing away from it on each side if $s>0$. The displacement, here $\varepsilon_sF$ in the silicon, is thus half the charge in front of a point minus half the charge behind it. Overall neutrality makes it vanish outside the device.

For two electron sheets of weights $w_i$ and $w_j$, the force of $j$ on $i$ is opposite to that of $i$ on $j$. Their sum is zero, so the electrons contribute nothing to their own average. What remains is external to them:
\begin{itemize}
\item The positive charge in front, on the gate or fixed at the interface, equals $N_{\rm inv}+N_{\rm dep}$ by neutrality and contributes $(N_{\rm inv}+N_{\rm dep})/2$.
\item The acceptors behind an electron at $z$ contribute $+(N_{\rm dep}-N_Az)/2$ and those in front contribute $-N_Az/2$. Together they give $N_{\rm dep}/2-N_Az$.
\end{itemize}
The average of the sum is again $N_{\rm dep}+N_{\rm inv}/2-N_Az_{\rm av}$. The half of the inversion charge is thus the pull of the positive charge that balances it. How this positive charge is shared between gate and interface does not matter at given $N_{\rm inv}$ and $N_{\rm dep}$.

This was tested by a direct sum over 300 electron sheets with irregular positions and weights and 6000 acceptor sheets. The electron and acceptor totals were 5 and 2 in arbitrary units, and 20\,\% of the positive charge sat at the interface. The summed average divided by the first form of Eq.~(\ref{result}) was 0.999999.

\section{The wall force: a check on a quantum solution}

A solution of the subband equation offers a check that does not use Gauss's law. For subband $i$, with real normalized wave function $\psi_i$ and mass $m_i$ along $z$,
\begin{equation}
-\frac{1}{2m_i}\psi_i''+V\psi_i=E_i\psi_i,\qquad \psi_i(0)=0 .
\label{schr}
\end{equation}
Multiply by $\psi_i'$ and integrate over $z$. Since $\psi_i''\psi_i'=\frac12[(\psi_i')^2]'$ and $\psi_i\psi_i'=\frac12(\psi_i^2)'$, and since $\psi_i$ and $\psi_i'$ vanish at large depth,
\begin{align}
-\frac{1}{2m_i}\int_0^\infty\psi_i''\psi_i'\,dz&=\frac{\psi_i'(0)^2}{4m_i},\\
\int_0^\infty V\psi_i\psi_i'\,dz&=-\frac12\int_0^\infty V'\psi_i^2\,dz,\\
E_i\int_0^\infty\psi_i\psi_i'\,dz&=0 .
\end{align}
The boundary terms of the last two lines vanish because $\psi_i(0)=0$. Hence $\int V'\psi_i^2\,dz=\psi_i'(0)^2/2m_i$. With populations $N_i$ per area, $n=\sum_iN_i\psi_i^2$ and $V'=F$, so
\begin{equation}
F_{\rm eff}=\frac{1}{N_{\rm inv}}\sum_iN_i\frac{\psi_i'(0)^2}{2m_i}.
\label{wall}
\end{equation}
The right side is the force per electron with which the hard wall holds the layer against the field.

On a grid of spacing $h$, the slope at the wall follows from the first two interior values. Because $\psi_i(0)=0$ and $V$ is finite, Eq.~(\ref{schr}) gives $\psi_i''(0)=0$. The Taylor series are then
\begin{equation}
\psi(h)=h\psi'+\tfrac16h^3\psi'''+O(h^4),\quad
\psi(2h)=2h\psi'+\tfrac86h^3\psi'''+O(h^4),
\end{equation}
with derivatives taken at the wall. The cubic terms cancel in $8\psi(h)-\psi(2h)$, so $\psi'(0)=[8\psi(h)-\psi(2h)]/6h+O(h^3)$.

\section{Self-consistent model}

The potential follows by integrating Eq.~(\ref{gauss}) from $V(0)=0$. In $\int_0^zM(u)\,du$, an electron at $z'$ is counted for all $u$ below both $z$ and $z'$, so
\begin{equation}
V(z)=\frac{1}{\varepsilon_s}\left[\int_0^\infty\min(z,z')\,n(z')\,dz'
+N_A\left(Wz-\frac{z^2}{2}\right)\right],\quad z\le W.
\end{equation}

In the plane, a valley with masses $m_x,m_y$ has $m_d/2\pi$ states per area, energy and spin, where $m_d=\sqrt{m_xm_y}$. With two spins and $g$ valleys, integrating the Fermi function $f$ upward from $E_i$ gives
\begin{equation}
N_i=\frac{gm_d}{\pi}\int_{E_i}^\infty f\,dE
=\frac{gm_dkT}{\pi}\ln\left[1+e^{(E_F-E_i)/kT}\right].
\end{equation}
On a (100) surface there are two ladders of subbands. With longitudinal and transverse masses 0.916 and 0.19, the heavy ladder has $m_i=0.916$, $m_d=0.19$, $g=2$. The light ladder has $m_i=0.19$, $m_d=\sqrt{0.916\times0.19}$, $g=4$.

The depletion depth is fixed by the bulk. Integration by parts gives $\int_0^\infty M\,dz=N_{\rm inv}z_{\rm av}$, so the total rise of the band edge is $N_{\rm inv}z_{\rm av}/\varepsilon_s+\phi_d$, with $\phi_d=N_AW^2/2\varepsilon_s$. For non-degenerate bulk holes with effective density of states $N_v$, and with the acceptors in the neutral bulk also taken as fully ionized, the Fermi level lies $kT\ln(N_v/N_A)$ above the valence edge. Full ionization there is an approximation at the doping used below. With source and body at the same potential, the Fermi level is common to layer and bulk, and
\begin{equation}
\phi_d=E_g-kT\ln\frac{N_v}{N_A}+E_F-\frac{N_{\rm inv}z_{\rm av}}{\varepsilon_s}.
\label{match}
\end{equation}
At given $N_{\rm inv}$, the potential, subbands, Fermi level and $W$ are iterated until they agree.

\section{Worked example}

Take $\kappa=11.7$, $N_A=3\times10^{17}$ cm$^{-3}$, $N_{\rm inv}=5\times10^{12}$ cm$^{-2}$, $T=300$ K, $E_g=1.12$ eV and $N_v=3\times10^{19}$ cm$^{-3}$. The grid spacing is 0.025 nm. The solution has $z_{\rm av}=1.72$ nm and $E_F=0.1755$ eV. Equation~(\ref{match}) then reads
\begin{equation}
\phi_d=1.1200-0.1191+0.1755-0.1330=1.0434\ \text{eV},
\end{equation}
which corresponds to $W=67.1$ nm and $N_{\rm dep}=2.01\times10^{12}$ cm$^{-2}$. The lowest level lies at 0.167 eV, only about $kT/3$ below $E_F$, so Fermi statistics are needed. This subband holds 72\,\% of the electrons.

In engineering units $\varepsilon_0=0.08854$ $\mu$C/cm$^2$ per MV/cm, so $\kappa\varepsilon_0=1.036$ in the same unit. With $Q_{\rm dep}=0.322$ and $Q_{\rm inv}=0.801$ $\mu$C/cm$^2$,
\begin{equation}
\frac{Q_{\rm dep}+\frac12Q_{\rm inv}}{\kappa\varepsilon_0}
=\frac{0.322+0.401}{1.036}=0.698\ \text{MV/cm}
=0.00698\ \text{V/\AA}.
\end{equation}
The acceptors in front of the electrons number $N_Az_{\rm av}=3\times10^{17}\times1.72\times10^{-7}=5.2\times10^{10}$ cm$^{-2}$. Subtracting them lowers the field to 0.690 MV/cm; the approximate form is 1.2\,\% above this value. The gradient of the computed potential, averaged over the electrons, also gives 0.690 MV/cm. The wall force, Eq.~(\ref{wall}), differs by 0.04\,\%. The finite grid spacing is a likely source of that difference, though the grid was not refined to establish it.

The surface field is 1.084 MV/cm and the depletion charge alone gives 0.311 MV/cm; their midpoint is 0.698 MV/cm. The field at the mean depth is a different quantity, 0.604 MV/cm. Equations~(\ref{gauss}) and (\ref{result}) explain the gap:
\begin{equation}
F(z_{\rm av})-F_{\rm eff}=\frac{M(z_{\rm av})-\frac12N_{\rm inv}}{\varepsilon_s}.
\end{equation}
With $N_{\rm inv}/\varepsilon_s=0.773$ MV/cm, the difference of $-0.086$ MV/cm means that a fraction $0.5-0.086/0.773=0.39$ of the electrons lies deeper than $z_{\rm av}$. The density has a long tail into the silicon, so its mean lies beyond its median.

At 300 K and fixed $N_A$, the excess of the approximate form falls from 2.6\,\% at $N_{\rm inv}=10^{12}$ cm$^{-2}$ to 0.6\,\% at $10^{13}$ cm$^{-2}$. The layer becomes thinner while the total field grows. Heating to 400 K at fixed $N_{\rm inv}$, $N_A$, gap and masses, with $N_v\propto T^{3/2}$, lowers the approximate result from 0.698 to 0.684 MV/cm. Since $N_{\rm inv}$ is held, this whole change comes from $N_{\rm dep}$, which falls to $1.92\times10^{12}$ cm$^{-2}$. The numerical output lists all cases.

\section{Neglected effects and use in real devices}

\subsection{Finite barrier and depletion edge}

With a 3.1 eV oxide barrier, an oxide mass of 0.5 and the silicon potential held fixed, 0.2\,\% of the electrons are in the oxide. With no charge at the interface, the field there is larger by the permittivity ratio $11.7/3.9=3$. If the average of Eq.~(\ref{def}) is extended to include the electrons in the oxide, it rises to 0.695 MV/cm, or by 0.7\,\%. The rise comes from those electrons; over the electrons in the silicon alone the mean stays at 0.690 MV/cm. The estimate holds the potential and $W$ fixed; letting them respond reduces the rise to about 0.5\,\%.

Holes near the depletion edge partly neutralize the acceptors. For the depletion charge alone, multiply Gauss's law by the field and integrate over depth. With the band bending $\phi$ measured from the bulk, $F\,dz=-d\phi$, so
\begin{equation}
\frac{N_{\rm dep}^2}{2\varepsilon_s}=N_A\int_0^{\phi_d}\left(1-e^{-\phi/kT}\right)d\phi
\approx N_A(\phi_d-kT).
\end{equation}
At the same $\phi_d$ this lowers $N_{\rm dep}$ to $1.99\times10^{12}$ cm$^{-2}$ and the average field by 0.004 MV/cm.

\subsection{Image force}

An electron also polarizes the interface, and this force is absent from the plane-averaged field. Let a charge $q$ sit at distance $d$ from silicon dioxide of relative permittivity $\kappa_{\rm ox}$, taken as infinitely thick. At radius $r$ on the interface its own normal field is $E_0=-qd/\kappa R^3$, with $R^2=r^2+d^2$. The induced surface charge $\sigma$ adds $\pm2\pi\sigma$ on the two sides. Continuity of the normal displacement requires
\begin{equation}
\kappa(E_0+2\pi\sigma)=\kappa_{\rm ox}(E_0-2\pi\sigma)
\;\Rightarrow\;
\sigma=\frac{\beta qd}{2\pi\kappa R^3},\quad
\beta=\frac{\kappa-\kappa_{\rm ox}}{\kappa+\kappa_{\rm ox}} .
\end{equation}
The force on $q$ is then
\begin{equation}
q\int_0^\infty\frac{\sigma d}{R^3}\,2\pi r\,dr
=\frac{\beta q^2d^2}{\kappa}\int_0^\infty\frac{r\,dr}{(r^2+d^2)^3}
=\frac{\beta q^2}{4\kappa d^2},
\end{equation}
directed away from the oxide. Here $\beta=0.5$, and the average over the computed density is equivalent to 0.20 MV/cm, or about 30\,\% of $F_{\rm eff}$. This estimate omits screening by the other electrons and the image in the gate, and the density was not recalculated. The image force is an additional force, not a correction to $F_{\rm eff}$ as defined in Eq.~(\ref{def}). If it is included in $V$, the wall force equals $F_{\rm eff}$ minus the mean image force, and Eq.~(\ref{wall}) must be changed accordingly. The image potential diverges as $1/z$ at the wall, so $\psi_i''(0)\neq0$ and the two-point slope formula given above no longer has third-order accuracy.

\subsection{Comparison with real transistors}

The parameters are roughly typical of a long-channel bulk silicon n-channel transistor. The 5 nm oxide assumed here is thick by the standards of recent logic devices. Its field, $3\times1.084=3.25$ MV/cm, is below the rough breakdown scale of 10 MV/cm, and the WKB transmission from the lowest level is about $10^{-23}$, which supports treating the layer as static. Real channels often break the assumption of uniform doping. An error of 10\,\% in $N_{\rm dep}$ from this source would move the average by 0.031 MV/cm, or 4.5\,\%, so the measured or simulated profile should be integrated. In short channels, part of the depletion charge is balanced by source and drain, and the one-dimensional formula loses its basis.

Mobility correlations are sometimes plotted against a field with a weight other than one half on $Q_{\rm inv}$. Such a weight is a fitting parameter. The derivation applies equally to a hole layer on n-type silicon, with all signs reversed, and again gives one half. In the example, a weight of one third would lower the quoted field by $0.773/6=0.13$ MV/cm, so a mobility fit must be used with the weight for which it was made.

\section*{Numbers as computed}
\begin{verbatim}
Relative permittivity: silicon 11.7, oxide 3.9
Acceptor density: 3.0e+17 cm^-3
Silicon gap: 1.12 eV; valence DOS at 300 K: 3.0e+19 cm^-3
Masses: long 0.916, transverse 0.19, oxide 0.5 electron masses
Oxide barrier: 3.10 eV; oxide thickness: 5.0 nm
Sheet test, mean over rule: 0.999999
Base case, 300 K:
Inversion density: 5.000e+12 cm^-2
Depletion density: 2.012e+12 cm^-2
Inversion charge: 0.8011 uC/cm2
Depletion charge: 0.3223 uC/cm2
Depletion depth: 67.06 nm
Depletion band bending: 1.0434 eV
Mean electron depth: 1.720 nm
Lowest level, heavy ladder: 0.1669 eV
Lowest level, light ladder: 0.2461 eV
Fermi level: 0.1755 eV; kT: 0.0259 eV
Share in lowest subband: 71.6 %
Surface field: 1.0844 MV/cm
Field of depletion charge alone: 0.3112 MV/cm
Mean field from potential gradient: 0.6898 MV/cm
Mean field from wall force: 0.6901 MV/cm
Exact charge formula: 0.6898 MV/cm
Familiar formula: 0.6978 MV/cm
Familiar formula, converted: 0.006978 V/angstrom
Excess of familiar formula: 1.16 %
Field at the mean depth: 0.6041 MV/cm
Cases: N_inv cm^-2, T K, N_dep cm^-2, depth nm, wall/exact/familiar MV/cm
  1e+12 300 1.990e+12 2.115 0.3754 0.3753 0.3851
  5e+12 300 2.012e+12 1.720 0.6901 0.6898 0.6978
  1e+13 300 2.016e+12 1.495 1.0787 1.0782 1.0851
  5e+12 400 1.924e+12 1.911 0.6756 0.6754 0.6842
Neglected effects, base case:
Electrons in oxide (finite barrier, fixed potential): 0.204 %
Mean field with finite barrier: 0.6949 MV/cm
Mean unscreened image force / e: 0.2035 MV/cm
Depletion density with hole tail: 1.987e+12 cm^-2
Mean-field change from hole tail: -0.0039 MV/cm
Oxide field: 3.253 MV/cm
WKB exponent through oxide: 52.41; transmission: 1.7e-23
\end{verbatim}
